\section*{How Far a Graphene Gate's Work Function Falls with Electron Density}

\section*{Problem}

A graphene sheet serves as the gate electrode on a high-permittivity oxide. Its net electron density rises from zero, the neutral state, to $n=10^{13}\,\mathrm{cm^{-2}}$. How far does its work function fall if the bands are linear with Fermi velocity $v=10^6\,\mathrm{m/s}$?

The work function is $W=E_{\rm vac}-E_F$. Here $E_{\rm vac}$ is the local vacuum level: it lies a fixed energy above the electrostatic energy of an electron averaged over the sheet's own charge cloud. The Dirac energy $E_D$, where the two bands touch, is assumed to keep a fixed distance below $E_{\rm vac}$ (rigid bands). The sheet is uniform and, at first, at zero temperature. Energies are in eV and lengths in nm.

\section*{A tempting solution}

At neutrality $E_F=E_D$. With $E_{\rm vac}-E_D$ fixed, the fall equals the rise of the Fermi level above the Dirac energy:
\begin{equation}
\Delta\equiv W(0)-W(n)=E_F(n)-E_D .
\label{eq:fall}
\end{equation}
Measured from $E_D$, graphene's density of states per area is
\begin{equation}
g(E)=\frac{2|E|}{\pi(\hbar v)^2}.
\label{eq:dos}
\end{equation}
A density of states is a number of states per energy, so $n$ electrons should raise the Fermi level by $n/g$. The level ends at $\Delta$, so take $g$ there:
\begin{equation}
\Delta=\frac{n}{g(\Delta)}=\frac{\pi(\hbar v)^2n}{2\Delta}
\quad\Longrightarrow\quad
\Delta=\hbar v\sqrt{\frac{\pi n}{2}} .
\label{eq:wrong}
\end{equation}
With $\hbar v=0.6582\,\mathrm{eV\,nm}$ and $n=0.100\,\mathrm{nm^{-2}}$ this gives $0.26\,\mathrm{eV}$.

\section*{Where it fails}

Equations (\ref{eq:fall}) and (\ref{eq:dos}) are sound under the stated assumptions. The fault is the first equality in (\ref{eq:wrong}). The relation $n=g\Delta$ holds if $g$ is constant over the interval being filled. In graphene $g$ starts from zero at the Dirac energy and grows in proportion to $E$. The product $g(\Delta)\Delta$ is the area of a rectangle, whereas the filled states occupy the triangle below the line $g(E)$, which has half that area. The tempting solution credits the sheet with twice the states it has, so it stops the Fermi level too early. The dependence on $\sqrt n$ survives the error, so a check of the scaling alone would not reveal it.

\section*{Solution}

\subsection*{Counting the states}

Let $\mathbf q$ be the wavevector measured from a corner of the Brillouin zone where the bands touch. The upper band is $E=\hbar v|\mathbf q|$. At zero temperature the added electrons fill a disc of radius $k_F$ around each such corner. For a sheet of unit area, one state of given spin occupies an area $(2\pi)^2$ of wavevector space. With two spins and two inequivalent corners (valleys),
\begin{equation}
n=2\times2\times\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},
\qquad k_F=\sqrt{\pi n}.
\label{eq:kf}
\end{equation}
Inserting this in the band energy gives
\begin{equation}
\boxed{\;W(0)-W(n)=\hbar v\sqrt{\pi n}\;}
\label{eq:right}
\end{equation}

The density of states leads to the same result when it is integrated. Replacing $k_F$ by $E/\hbar v$ in (\ref{eq:kf}) gives $n(E)=E^2/[\pi(\hbar v)^2]$, whose derivative is (\ref{eq:dos}). Hence
\begin{equation}
n=\int_0^\Delta g(E)\,dE=\frac{\Delta^2}{\pi(\hbar v)^2}
=\tfrac12\,g(\Delta)\,\Delta ,
\end{equation}
which displays the missing factor of one half.

\subsection*{Numbers}

Since $1\,\mathrm{cm^2}=10^{14}\,\mathrm{nm^2}$, the density is $n=0.100\,\mathrm{nm^{-2}}$. Then
\begin{align}
k_F&=\sqrt{\pi\times0.100}\;\mathrm{nm^{-1}}=0.5605\,\mathrm{nm^{-1}},\\
\Delta&=0.6582\times0.5605\,\mathrm{eV}=0.3689\,\mathrm{eV}.
\end{align}
The work function falls by about $0.37\,\mathrm{eV}$, or $5.9\times10^{-20}\,\mathrm J$. Its value at neutrality cancels and is not needed. At a quarter of the density the fall is already half as large, $0.1845\,\mathrm{eV}$: the first electrons find few states and move the Fermi level most.

If electrons are removed instead, the lower band empties in the same way. In the linear model the work function then rises by the same amount.

\section*{A count that assumes neither cones nor valleys}

The valley number and the linear law can be checked on the honeycomb lattice. Let $a$ be the bond length, $t$ the nearest-neighbour hopping energy, and $\mathbf a_{1,2}=\sqrt3\,a(\pm\tfrac12,\tfrac{\sqrt3}{2})$ the lattice vectors. The upper band is
\begin{equation}
E=t|f|,\qquad f=1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2}.
\end{equation}
The sum $f$ vanishes when its three unit numbers form a closed triangle, so the two phases are $(2\pi/3,-2\pi/3)$ or the reverse. These are the two valleys. Near the first, put $A=\mathbf q\cdot\mathbf a_1$ and $B=\mathbf q\cdot\mathbf a_2$. To first order $f=i(e^{2\pi i/3}A+e^{-2\pi i/3}B)$, and therefore
\begin{align}
|f|^2&=A^2+B^2+2AB\cos\tfrac{4\pi}{3}=A^2+B^2-AB\nonumber\\
&=3a^2\left[\left(\tfrac12q_x^2+\tfrac32q_y^2\right)-\left(\tfrac34q_y^2-\tfrac14q_x^2\right)\right]
=\tfrac94a^2q^2 .
\end{align}
Thus $E=\tfrac32ta\,q$ and $\hbar v=\tfrac32ta$. If the model lattice is given the bond length $a=0.142\,\mathrm{nm}$, the stated velocity requires $t=3.090\,\mathrm{eV}$.

The levels of this band were computed on a grid of $3000\times3000$ wavevectors covering the whole zone and filled from the bottom, two electrons to each. The Fermi energy came out at $0.3684\,\mathrm{eV}$ for the full density and $0.1844\,\mathrm{eV}$ for a quarter of it. The last digit depends on the grid: other meshes move these values by up to $0.3\,\mathrm{meV}$, and the continuum limit of the lattice band is $0.3685$ and $0.1844\,\mathrm{eV}$. These agree with (\ref{eq:right}) and rule out the $0.26\,\mathrm{eV}$ of the tempting solution.

\section*{Temperature, and a second limit}

At temperature $T$ the net density is that of electrons minus that of holes. With $F(x)=1/(e^{x/k_BT}+1)$ and the chemical potential $\mu$ measured from $E_D$,
\begin{equation}
n=\frac{2}{\pi(\hbar v)^2}\int_0^\infty E\,[F(E-\mu)-F(E+\mu)]\,dE .
\label{eq:thermal}
\end{equation}
For $n=0$ the solution is $\mu=0$ at any temperature, so the starting point does not move. The fall is now $\mu$.

When $\mu\gg k_BT$, the hole term is exponentially small. Integrating the electron term by parts gives $\int\tfrac12E^2(-F')\,dE$. The weight $-F'$ is even about $\mu$ and has variance $\pi^2(k_BT)^2/3$, so the integral is $\tfrac12\mu^2+\tfrac{\pi^2}{6}(k_BT)^2$. Equation (\ref{eq:thermal}) becomes
\begin{equation}
\mu^2=\Delta^2-\frac{\pi^2}{3}(k_BT)^2,
\qquad
\mu-\Delta\simeq-\frac{\pi^2(k_BT)^2}{6\Delta}.
\end{equation}
Solving (\ref{eq:thermal}) numerically at $n=10^{13}\,\mathrm{cm^{-2}}$ gives shifts of $-3.0\,\mathrm{meV}$ at 300 K and $-5.3\,\mathrm{meV}$ at 400 K, within 2\% of this leading term.

Near neutrality, where $\mu\ll k_BT$, the bracket in (\ref{eq:thermal}) is $-2\mu F'(E)$ to first order. Since $\int_0^\infty E(-F')\,dE=\int_0^\infty F\,dE=k_BT\ln2$,
\begin{equation}
n\simeq\frac{4\ln2\;k_BT}{\pi(\hbar v)^2}\,\mu,
\qquad
\mu\simeq\frac{\pi(\hbar v)^2n}{4\ln2\;k_BT}.
\end{equation}
The fall therefore begins in proportion to $n$. The infinite initial slope of the square-root law belongs to zero temperature.

\section*{Which vacuum level?}

A gate charged through its oxide has electric field on the oxide side and none on the far side. Suppose the work function is referred to the field-free vacuum on the far side. The potential drop inside the electron cloud then counts as well.

Let $z$ point towards the oxide, with the added electrons distributed symmetrically about $z=0$. Electrons in a plane at $z'$ repel another electron and give it the energy $-(e^2n/2\varepsilon_0)|z-z'|$. The positive countercharge beyond the cloud attracts it and contributes $-(e^2n/2\varepsilon_0)z$. Up to a constant, the energy averaged over $z'$ is
\begin{equation}
U(z)=-\frac{e^2n}{2\varepsilon_0}\left[\langle|z-z'|\rangle_{z'}+z\right].
\end{equation}
Far out on the field-free side $\langle|z-z'|\rangle_{z'}=-z$, so $U=0$ there, as the reference requires. Averaging over the cloud removes the term linear in $z$:
\begin{equation}
\langle U\rangle=-\frac{e^2n}{\varepsilon_0}\,\ell,
\qquad \ell=\tfrac12\langle|z-z'|\rangle .
\end{equation}
A carbon $2p_z$ Slater orbital with exponent 1.625 inverse Bohr radii gives $\ell=0.0394\,\mathrm{nm}$. With $en/\varepsilon_0=1.810\,\mathrm{V/nm}$,
\begin{equation}
\langle U\rangle=-1.810\times0.0394\,\mathrm{eV}=-0.071\,\mathrm{eV}.
\end{equation}
The Dirac energy sinks by this amount relative to the far vacuum, which opposes the fall. Seen from there, the work function falls by about $0.30\,\mathrm{eV}$ instead of $0.37\,\mathrm{eV}$. This is an estimate of size: it treats the cloud as lying in vacuum and omits exchange and the screening response of the other electrons. The length $\ell$ depends on the orbital: the Bloch state at the zone corner built from the same Slater orbital gives $0.038\,\mathrm{nm}$, and a Hartree--Fock atomic $2p_z$ orbital gives $0.045\,\mathrm{nm}$, so the unscreened shift lies between about $-0.07$ and $-0.08\,\mathrm{eV}$. Screening opposes it: if the cloud lies in a medium of relative permittivity $\varepsilon_s$, the shift is divided by $\varepsilon_s$, and illustrative values of 2 to 4 leave a fall of $0.33$ to $0.35\,\mathrm{eV}$.

\section*{The model beside a real gate}

A density of $10^{13}\,\mathrm{cm^{-2}}$ is high but within reach of electrostatic gating, and $10^6\,\mathrm{m/s}$ is a typical round velocity for graphene. For a rough relative permittivity of 20, with all the countercharge across the oxide, the oxide field is $1.810/20\,\mathrm{V/nm}$, or $0.90\,\mathrm{MV/cm}$. This is below a rough breakdown field of $4\,\mathrm{MV/cm}$. In real devices the velocity depends on the surroundings of the sheet. Because (\ref{eq:right}) is proportional to $v$, a 10\% change moves the fall by $37\,\mathrm{meV}$. This and the choice of vacuum level outweigh the thermal shifts.

With the illustrative parameters used here, single-particle departures from the linear bands also matter less than the velocity change and the choice of vacuum level; they are comparable with the thermal shifts or smaller. At fixed density the curvature of the honeycomb band changes the Fermi energy by $-0.44\,\mathrm{meV}$. A second-neighbour hopping $t'$ adds $-t'(|f|^2-3)$ to both bands, because the six second-neighbour phase factors sum to $|f|^2-3$. Relative to the Dirac point, where $f=0$, the shift is $-t'|f|^2$. It is constant along a contour of constant $|f|$, so it leaves the filled region unchanged. With $|f|\simeq\Delta/t=0.3689/3.090$ and an illustrative $t'=0.30\,\mathrm{eV}$, it is $-4.3\,\mathrm{meV}$; a negative $t'$ of the same size would give $+4.3\,\mathrm{meV}$. The sign and size of $t'$ in real graphene are not determined here. Whichever sign applies, both bands shift in the same direction, so the symmetry between adding and removing electrons is then approximate. Electron--electron interaction lies outside this ranking and outside the rigid-band assumption. For a mean surrounding permittivity of $(1+20)/2$, exchange among the added electrons lowers the level at $k_F$ by about $35\,\mathrm{meV}$ unscreened and about $12\,\mathrm{meV}$ with Thomas--Fermi screening, more than the thermal shifts.

The fall depends on the charge on the gate and is not a fixed offset of the electrode. If the gate is neutral at the flat-band condition of the stack, its neutral work function enters the flat-band voltage. The $0.37\,\mathrm{eV}$ then appears as the gate charges: about $0.37\,\mathrm V$ of the change in gate voltage goes into filling the band. The rest is electrostatic: the voltage across the oxide and in the semiconductor, and the potential drop within the electron cloud. For a vacuum capacitor with its plate taken at the mid-plane of the sheet, the cloud estimate above reduces the extra voltage to about $0.30\,\mathrm V$. An oxide, however, begins only at some distance $g$ from the mid-plane, beyond the cloud. If that gap is treated as vacuum, it carries the full field $en/\varepsilon_0$, and relative to an oxide capacitor reaching the mid-plane it adds $1.810\,(1-1/20)\,g$ volts, with $g$ in nm. For an illustrative $g=0.3\,\mathrm{nm}$ this is about $0.5\,\mathrm V$, more than the band filling itself. If fixed charge or doping leaves the graphene charged at flat band, the work function at that charge must be used instead. The numerical output lists the main values.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS
electron density: 1.0e+13 cm^-2
Fermi velocity: 1.0e+06 m/s
RESULT
hbar times velocity: 0.6582 eV nm
density in working unit: 0.100 nm^-2
Fermi wavenumber: 0.5605 nm^-1
work function fall: 0.3689 eV
work function fall: 5.911e-20 J
fall at one quarter of the density: 0.1845 eV
INDEPENDENT COUNT ON THE HONEYCOMB BAND
bond length (rough): 0.142 nm
hopping matched to velocity: 3.090 eV
counted Fermi energy, full density: 0.3684 eV
counted Fermi energy, quarter density: 0.1844 eV
NEGLECTED EFFECTS: CHANGE IN FERMI ENERGY AT FIXED DENSITY
band curvature: -0.44 meV
second-neighbour hopping (rough): 0.30 eV
shift from that hopping: -4.3 meV
temperature 300 K: -2.99 meV
temperature 400 K: -5.34 meV
velocity change considered: 10 %
size of resulting change: 37 meV
FINITE CHARGE CLOUD, UNSCREENED ESTIMATE
Slater exponent: 1.625 inverse Bohr radii
half mean plane separation: 0.0394 nm
field of the charge in vacuum: 1.810 V/nm
Dirac shift from far vacuum: -71 meV
size relative to the fall: 19 %
fall seen from far vacuum: 0.30 eV
OXIDE CHECK
relative permittivity (rough): 20
oxide field: 0.90 MV/cm
breakdown field (rough): 4 MV/cm
\end{verbatim}
